\section*{The Sudakov Veto Algorithm for First Photon Emission and Its Restart Bias}

\section{The form of the first-emission law}

Let $t$ label the scale of an emission and grow as the emission becomes softer. A rate $f(t)$ is a probability per unit $t$, so $f\,dt$ is the probability of emission in $dt$ if none has occurred before. This product is unchanged when the scale is relabelled. Choose the label
\begin{equation}
u=F(t_0,t),\qquad F(t_1,t_2)=\int_{t_1}^{t_2}f(t)\,dt ,
\end{equation}
in which the rate equals one everywhere. Assume that, before the first emission, the rate does not depend on how the present scale was reached. No value of $u$ is then distinguished from another, and the probability $S(u)$ of no emission obeys $S(u+v)=S(u)S(v)$. Emission in a short interval has probability $du$, so $S'=-S$ and $S=e^{-u}$. The first emission has density and no-emission probability
\begin{equation}
p(t)=f(t)\,e^{-F(t_0,t)},\qquad P_0=e^{-F(t_0,t_c)},
\label{eq:law}
\end{equation}
where $t_c$ is a cutoff. Sampling $p$ through its cumulative distribution requires inverting $F$. The veto algorithm needs only a simpler rate $g\ge f$ whose integral can be inverted.

\section{A tree-level rate with two channels}

Consider a virtual photon of squared mass $s$ decaying to $e^-(p_1)\,e^+(p_2)\,\gamma(k)$. In this section $\hbar=c=1$; the coupling is $\alpha=e^2/\hbar c$ in Gaussian units, and each photon vertex contributes $4\pi\alpha$ to a squared amplitude. The electron mass is neglected. With energy fractions $x_i=2E_i/\sqrt s$, $x_1+x_2+x_3=2$, define $a=1-x_1$ and $b=1-x_2$. Since $(p_1+k)^2=s-2\sqrt s\,E_2$, and likewise for the other pairs,
\begin{equation}
s_1=2p_1\!\cdot\! k=sb,\quad s_2=2p_2\!\cdot\! k=sa,\quad s_{12}=2p_1\!\cdot\! p_2=s(1-x_3).
\end{equation}

With $Q_i=p_i+k$, the two diagrams give
\begin{equation}
\bar u(p_1)\left[\frac{\gamma^\nu \slashed Q_1\gamma^\mu}{s_1}-\frac{\gamma^\mu\slashed Q_2\gamma^\nu}{s_2}\right]v(p_2).
\end{equation}
Current conservation lets both photon polarization sums be replaced by $-g_{\mu\nu}$ (Feynman gauge). Using $\gamma^\mu\slashed p\gamma_\mu=-2\slashed p$ twice, the first squared diagram is
\begin{align}
T_{11}&=\frac{4}{s_1^2}\,\mathrm{Tr}[\slashed p_1\slashed Q_1\slashed p_2\slashed Q_1]
=\frac{16}{s_1^2}\left[2(p_1\!\cdot\! Q_1)(p_2\!\cdot\! Q_1)-Q_1^2\,p_1\!\cdot\! p_2\right]\nonumber\\
&=\frac{16}{s_1^2}\left[\frac{s_1(s_{12}+s_2)}2-\frac{s_1s_{12}}2\right]=\frac{8s_2}{s_1}.
\end{align}
Exchanging the fermions gives $T_{22}=8s_1/s_2$. For the interference use $\gamma^\mu\slashed p_2\gamma_\nu\slashed Q_2\gamma_\mu=-2\slashed Q_2\gamma_\nu\slashed p_2$ and then $\gamma^\nu\slashed Q_1\slashed Q_2\gamma_\nu=4Q_1\!\cdot\! Q_2$:
\begin{align}
T_{12}&=-\frac{\mathrm{Tr}[\slashed p_1\gamma^\nu\slashed Q_1\gamma^\mu\slashed p_2\gamma_\nu\slashed Q_2\gamma_\mu]}{s_1s_2}
=\frac{8\,Q_1\!\cdot\! Q_2\,\mathrm{Tr}[\slashed p_1\slashed p_2]}{s_1s_2}
=\frac{8s\,s_{12}}{s_1s_2},
\end{align}
because $2Q_1\!\cdot\! Q_2=s_{12}+s_1+s_2=s$. The conjugate term is equal. The sum is
\begin{equation}
8\,\frac{a^2+b^2+2(1-x_3)}{ab}=8\,\frac{x_1^2+x_2^2}{ab},
\label{eq:me}
\end{equation}
where $x_3=a+b$ was used. The same sum without the emitted photon is $-\mathrm{Tr}[\slashed p_1\gamma^\mu\slashed p_2\gamma_\mu]=8p_1\!\cdot\! p_2=4s$.

Two-body phase space is $|\mathbf p|/(4\pi\sqrt s)$, hence $1/8\pi$ for two massless particles and $(1-M^2/s)/8\pi$ if one has mass $M$. Treat $e^+\gamma$ as a system of squared mass $M^2=s(1-x_1)$, decaying at angle $\theta$ in its rest frame:
\begin{equation}
d\Phi_3=\frac{dM^2}{2\pi}\,\frac{x_1}{8\pi}\,\frac{1}{8\pi}\,\frac{d\cos\theta}{2}
=\frac{s}{128\pi^3}\,dx_1dx_2 .
\end{equation}
The last step holds because $x_2$ is linear in $\cos\theta$ and runs from $1-x_1$ to $1$, so $d\cos\theta/2=dx_2/x_1$. Dividing by $\Phi_2=1/8\pi$ leaves $s/16\pi^2$, and the emission probability per decay is
\begin{equation}
dP=4\pi\alpha\,\frac{8}{4s}\,\frac{s}{16\pi^2}\,\frac{x_1^2+x_2^2}{ab}\,dx_1dx_2
=\frac{\alpha}{2\pi}\,\frac{x_1^2+x_2^2}{ab}\,dx_1dx_2 .
\label{eq:tree}
\end{equation}
It diverges when the photon is collinear with a fermion ($a$ or $b\to0$) and when it is soft (both).

Define
\begin{equation}
\tau=ab=\frac{q^2}{s},\quad t=\ln\frac1\tau,\quad y=\frac12\ln\frac ab .
\end{equation}
Then $\ln a=-t/2+y$ and $\ln b=-t/2-y$. The Jacobian has modulus one, so $dx_1dx_2/(ab)=dt\,dy$. From (\ref{eq:me}) and $a^2+b^2=2\tau\cosh2y$ the rate separates into two non-negative channels,
\begin{equation}
f_S(t,y)=\frac\alpha\pi(1-x_3),\qquad f_H(t,y)=\frac\alpha\pi\,\tau\cosh2y,
\label{eq:channels}
\end{equation}
called soft and hard here. In this gauge they are the interference and the squared diagrams. The condition $x_3=2\sqrt\tau\cosh y\le1$ requires $\tau\le1/4$ and $|y|\le Y$, with $\cosh Y=1/(2\sqrt\tau)$. Emission therefore starts at $t_0=\ln4$. Let $w=\sqrt{1-4\tau}=\tanh Y$. Integration over $y$ gives
\begin{align}
f_S(t)&=\frac\alpha\pi\,(2Y-4\sqrt\tau\sinh Y)=\frac\alpha\pi\,(2Y-2w),\\
f_H(t)&=\frac\alpha\pi\,\tau\sinh2Y=\frac{\alpha}{2\pi}\,w .
\end{align}
Since $t=\ln4+2\ln\cosh Y$, one has $dt=2\tanh Y\,dY$, and therefore
\begin{align}
\frac{\pi}{\alpha}F(t_0,t)&=\int_0^Y\!\left(4Y'\tanh Y'-3\tanh^2Y'\right)dY'\nonumber\\
&=2Y^2-\int_0^Y\!\frac{8Y'\,dY'}{e^{2Y'}+1}-3Y+3\tanh Y .
\end{align}
For small $\tau$ the remaining integral tends to $2\int_0^\infty u\,du/(e^u+1)=\pi^2/6$, and $Y=t/2+\ln[(1+w)/2]\to t/2$. Hence
\begin{equation}
F(t_0,t)\simeq\frac\alpha\pi\left[\frac{t^2}{2}-\frac{3t}{2}+3-\frac{\pi^2}{6}\right].
\label{eq:F}
\end{equation}
The double logarithm comes from the overlap of soft and collinear regions.

Putting this tree rate into (\ref{eq:law}) is a leading-logarithmic model. It rests on soft photons leaving the charges nearly undisturbed, so that they are emitted independently of each other. Their number between $t_0$ and $t$ then follows a Poisson law of mean $F(t_0,t)$, and the probability of none is $e^{-F}$. At first order in $\alpha$ the emission probability is $F$ itself, the tree-level result including the constant in (\ref{eq:F}). Beyond that order the model is justified only for the leading logarithms, so $e^{-F}$ is not a QED prediction to the accuracy of that constant. The mass can be neglected when $q\gg m$: since $a,b\le1$, both $s_1$ and $s_2$ are at least $q^2$, so $m^2$ is then small against both propagator denominators. The exception is a strip of width about $m^2/q^2$ in $y$ at each edge $|y|=Y$, where the collinear fermion has $x_i\lesssim m^2/q^2$ and the mass forbids the emission; its share of the rate is negligible.

\section{The algorithm and its proof}

Suppose $0\le f_j(t,y)\le g_j(t,y)$ for every channel $j$. Omitting $y$ means integration over it, and omitting $j$ means summation over channels. Let
\begin{equation}
G(t_1,t_2)=\int_{t_1}^{t_2}g\,dt,\qquad D=G-F\ge0,
\end{equation}
with finite integrals up to $t_c$. Starting from $t_0$:
\begin{enumerate}
\item From the current scale $t_i$, draw $t'$ by solving $G(t_i,t')=\xi$, where $\xi$ is a unit exponential variable. If $t'>t_c$, end without emission.
\item Choose $(j,y)$ with probability density $g_j(t',y)/g(t')$.
\item Accept with probability $f_j(t',y)/g_j(t',y)$. Otherwise set $t_{i+1}=t'$ and return to the first step.
\end{enumerate}

A trial started at $t_i$ has density $g(t)e^{-G(t_i,t)}$. Multiplication by the probabilities of the second and third steps cancels $g$ and $g_j$. Acceptance at $(j,t,y)$ has density $f_j(t,y)e^{-G(t_i,t)}$, and rejection at $t$ has density $[g(t)-f(t)]e^{-G(t_i,t)}$. For $n$ rejections at $t_0<t_1<\dots<t_n<t$, the exponents add up to $G(t_0,t)$ because every trial begins where the last one ended. The remaining integral over ordered scales is $1/n!$ of the unordered one:
\begin{equation}
p_{j,n}(t,y)=f_j(t,y)\,e^{-G(t_0,t)}\,\frac{D(t_0,t)^n}{n!}.
\label{eq:n}
\end{equation}
Summing over $n$ gives
\begin{equation}
p_j(t,y)=f_j(t,y)\,e^{-G+D}=f_j(t,y)\,e^{-F(t_0,t)} .
\label{eq:exact}
\end{equation}
The same sum for histories that pass the cutoff is $e^{-G}e^{D}=e^{-F(t_0,t_c)}$. The overestimate has disappeared, so the sampling is exact for the given rate, and no step size in $t$ enters.

Competition can also be arranged by running each channel separately and keeping the earliest emission. Channel $j$ wins at $t$ if it emits there and the others have not yet emitted. The density is $f_je^{-F_j}\prod_{i\ne j}e^{-F_i}=f_je^{-F}$, the same law.

The cost follows from the same summation. A rejection at $t$, after any number of earlier ones, has density $(g-f)e^{-F(t_0,t)}$, so
\begin{equation}
\langle n\rangle=\int_{t_0}^{t_c}(g-f)\,e^{-F(t_0,t)}\,dt\le D(t_0,t_c).
\end{equation}
If $g_j<f_j$ somewhere and the acceptance probability is capped at one, the rate being sampled is $\min(f_j,g_j)$. The no-emission probability is then too large by the factor $\exp\int\sum_j\max(f_j-g_j,0)\,dy\,dt$.

For the rates (\ref{eq:channels}), $1-x_3\le1$ and $2\tau\cosh2y=a^2+b^2\le(a+b)^2\le1$. Also $Y\le t/2$. The constants $g_S=\alpha/\pi$ and $g_H=\alpha/2\pi$ on $|y|\le t/2$ are therefore valid overestimates; points with $x_3>1$ have $f_j=0$ and are rejected. They give
\begin{equation}
g(t)=ct,\qquad c=\frac{3\alpha}{2\pi},\qquad t'=\sqrt{t_i^2+2\xi/c}.
\label{eq:trial}
\end{equation}

\section{The error from restarting at the initial scale}

Now let each new trial start from $t_0$ instead of the rejected scale. Every round is independent. It ends the history with acceptance density $f_je^{-G(t_0,t)}$ or with no-emission probability $e^{-G(t_0,t_c)}$. The total probability of ending is
\begin{equation}
Z=e^{-G(t_0,t_c)}+\int_{t_0}^{t_c}f\,e^{-G(t_0,t)}dt .
\end{equation}
The geometric sum over failed rounds is $\sum_n(1-Z)^n=1/Z$. The ratio of the resulting density to the true one is
\begin{equation}
R(t)=\frac{e^{-D(t_0,t)}}{Z},
\label{eq:R}
\end{equation}
the same for all channels and all $y$. The no-emission probability is multiplied by $R(t_c)$. Since $D(t_0,t)$ cannot decrease with $t$, $R$ cannot increase, and its mean over the true law is one. If $R(t)\ge1$, every earlier emission is weighted up or left unchanged. If $R(t)<1$, everything later is weighted down. In both cases the probability of an emission before $t$ is at least the true one: the error is towards harder emission.

To find when it vanishes, divide $Z$ by $e^{-G(t_0,t_c)}$, and write the true law in the same form by integrating $-\,d\,e^{F(t,t_c)}/dt=f\,e^{F(t,t_c)}$:
\begin{align}
\frac1{P_0^{\rm restart}}&=1+\int_{t_0}^{t_c}f\,e^{G(t,t_c)}dt,&
\frac1{P_0}&=1+\int_{t_0}^{t_c}f\,e^{F(t,t_c)}dt .
\label{eq:inverse}
\end{align}
The difference is non-negative. It vanishes if and only if $D(t,t_c)=0$ wherever $f$ acts, apart from sets of zero measure. Restarting is thus harmless when the whole excess $g-f$ lies before the scales at which $f$ acts, since $R$ is then constant on all possible outcomes.

Two box-shaped rates show both cases. Take $g=1$ on $0<t<2$, with cutoff $2$. If $f=1$ on $1<t<2$ and zero before, (\ref{eq:inverse}) gives $1/P_0^{\rm restart}=1+(e-1)=e$, the correct value. If $f=1$ on $0<t<1$ and zero after, it gives $1+e^2-e$, or $P_0^{\rm restart}=0.176$, while the true value is again $e^{-1}=0.368$.

Let $g$, like $f$, be proportional to $\alpha$. At weak coupling $e^G-e^F\simeq D$, and (\ref{eq:inverse}) yields
\begin{equation}
P_0^{\rm restart}-P_0\simeq-\int_{t_0}^{t_c}f(t)\,D(t,t_c)\,dt ,
\label{eq:weak}
\end{equation}
which is of order $\alpha^2$. Both laws have $P_0=1-F+O(\alpha^2)$, so a comparison at first order in $\alpha$ cannot reveal the error. If $g$ were instead held fixed as $\alpha\to0$, the difference in (\ref{eq:inverse}) would in general be of first order, through the factor $f$. For large $t_c$, keep only $f\simeq\alpha t/\pi$ and $g-f\simeq\alpha t/2\pi$. Then $D(t,t_c)\simeq\alpha(t_c^2-t^2)/4\pi$, and the shift is
\begin{equation}
-\frac{\alpha^2}{4\pi^2}\int_0^{t_c}t\,(t_c^2-t^2)\,dt=-\frac{\alpha^2t_c^4}{16\pi^2}.
\label{eq:dl}
\end{equation}
Each power of $\alpha$ comes with two logarithms.

\section{Worked example}

Take $\sqrt s=1000$ GeV, cutoff $q=0.1$ GeV and fixed $\alpha=0.0072974$. Then $t_c=2\ln10^4=18.4207$, $t_0=1.3863$ and $c=0.003484$. At the cutoff $m^2/q^2=2.6\times10^{-5}$, so the massless rate is adequate. The coupling is held at its low-energy value throughout; letting it run with $q$ through lepton loops alone would raise $F$ by about $1.5\%$, so the digits below describe the fixed-coupling model. The bracket in (\ref{eq:F}) is $143.385$, whence $F=0.3331$, while $G=c(t_c^2-t_0^2)/2=0.5878$.

\subsection{One history}

Let $\xi=-\ln u$ with $u=0.9$. Equation (\ref{eq:trial}) gives
\begin{equation}
t=\sqrt{1.3863^2+2(0.10536)/0.003484}=7.899,
\end{equation}
or $q=\sqrt s\,e^{-t/2}=19.3$ GeV. The soft channel has probability $g_S/(g_S+g_H)=2/3$; the random number $0.8$ selects the hard one. With $v=0.6$, $y=(v-\tfrac12)t=0.790$. The acceptance probability $2\tau\cosh2y=0.0019$ is below the random number $0.5$, so the trial is rejected.

The next trial starts from $7.899$. For $u=0.8$,
\begin{equation}
t=\sqrt{7.899^2+2(0.22314)/0.003484}=13.80,\qquad q=1.01\ \text{GeV}.
\end{equation}
The number $0.3$ selects the soft channel, and $v=0.3$ gives $y=-2.760$ and $x_3=0.0160$. The acceptance probability $0.984$ exceeds $0.5$, and a photon of energy $x_3\sqrt s/2=8.0$ GeV is emitted. Restarting from $t_0$ with the same $u=0.8$ would have put this trial at $t=11.40$, or $q=3.34$ GeV.

\subsection{The two laws compared}

The probabilities below follow from trapezoidal quadrature of the true and restarted densities. The second coupling is chosen to make rejections more frequent.

\begin{center}
\begin{tabular}{llcccc}
$\alpha$ & law & $P_0$ & soft & hard & $q>10$ GeV\\
\hline
0.0073 & true & 0.7167 & 0.2662 & 0.0171 & 0.0672\\
0.0073 & restart & 0.6914 & 0.2893 & 0.0194 & 0.0801\\
0.1 & true & 0.0104 & 0.8865 & 0.1031 & 0.6146\\
0.1 & restart & 0.0007 & 0.8589 & 0.1404 & 0.8252
\end{tabular}
\end{center}

At the physical coupling, restarting raises the emission probability from $0.2833$ to $0.3086$, by $9\%$ of its true value. The probability of $q>10$ GeV rises by $19\%$, because $R$ falls from $1.244$ at $t_0$ to $0.965$ at $t_c$. The hard channel gains $13\%$ and the soft one $9\%$. Although $R$ is common to both, $f_H$ levels off at $\alpha/2\pi$ while $f_S$ keeps growing with $t$, so hard-channel emissions lie earlier on average, where $R$ is larger.

At $\alpha=0.1$ the emission probability can rise by only $1\%$, since it is already $0.990$. The damage appears in the scale: $R$ falls from $2.20$ to $0.067$, and the soft share decreases because its late emissions are suppressed. The distribution in $q$ is a more sensitive diagnostic here than a count of emissions: the fraction with $q>10$ GeV shifts by $0.43$ of its single-history standard deviation $\sqrt{p(1-p)}$, the fraction with any emission by $0.10$. The no-emission probability is too small by a factor of about $15$.

\subsection{Statistical and expansion errors}

A frequency estimated from $M$ independent histories has standard error $\sqrt{p(1-p)/M}$. For $P_0=0.7167$ and $M=10^6$ this is $4.5\times10^{-4}$. A sample of that size drawn with the veto algorithm gave $0.7173$, or $1.2$ standard errors above the true value. One drawn with restarts gave $0.6911$, in agreement with its own law and more than fifty standard errors from the true one. More histories reduce the statistical error but leave the shift of $-0.0254$ in place. That shift equals five standard errors when
\begin{equation}
M=\frac{25\,(0.7167)(0.2833)}{0.0254^2}\approx8\times10^3 ,
\end{equation}
so a short run suffices to expose it if $P_0$ is known from (\ref{eq:F}).

Quadrature of (\ref{eq:weak}) gives a shift of $-706\,\alpha^2$. The double-logarithmic estimate (\ref{eq:dl}) gives $-18.42^4\alpha^2/16\pi^2=-729\,\alpha^2$, larger in magnitude by $3\%$. So close an agreement is an accident of this choice of $g$: with the next terms kept, $f\simeq(\alpha/\pi)(t-\tfrac32)$ and $g-f\simeq(\alpha/\pi)(\tfrac t2+\tfrac32)$, and the two corrections of order $t_c^3$ to the integral, $\pm\alpha^2t_c^3/4\pi^2$, cancel. At the physical coupling the quadratic term is $-0.0376$, about one and a half times the full shift. The expansion is poor although $\alpha$ is small, because $F$ and $G$ are not small. The exact shift is $-P_0P_0^{\rm restart}$ times the difference of the two inverses in (\ref{eq:inverse}). That difference is $0.0512$, larger than the quadratic estimate, but the factor $P_0P_0^{\rm restart}=0.496$, which the expansion replaces by one, halves it.

The correct algorithm is also cheap. The mean number of rejections is $0.22$ per history at the physical coupling and $0.99$ at $\alpha=0.1$. Each history has one further trial, which is either accepted or passes the cutoff, so even the second case needs about two trials on average.

Numbers in the example were calculated in double precision.
